# Midplane barrier lowering in a fully depleted 2 nm donor-doped interlayer

## Problem

An oxide interlayer of thickness $d=2$ nm and relative permittivity $\varepsilon=20$ separates a metal from heavily doped n-type silicon. It contains $N=10^{20}$ donors per cubic centimetre. All donors are ionized, and their electrons have left the layer. Take the two faces to be at the same electrostatic potential.

1. Find how far the electron's potential energy at midplane lies below its value at the faces. Find also the field at the faces, and say what changes if the face potentials differ.
2. For a face barrier of 0.50 eV, decide whether the donors help electrons to pass over the barrier, through it, or both.
3. The donors are discrete and randomly placed. Find the mean and the rms spread of the midplane potential.
4. Silicon does not screen perfectly. Estimate how this changes the answer to part 1.
5. Check that the layer is depleted at 300 K and that the face field is tolerable.

## Solution

### 1. The smooth, depleted layer

The algebra uses atomic units, in which $e=\hbar=m_e=4\pi\varepsilon_0=1$. Let $x$ run from the metal face, $x=0$, to the silicon face, $x=d$, and let $\phi(x)$ be the electrostatic potential relative to the faces. An electron has charge $-1$, so its potential energy is

$$U(x)=\Phi-\phi(x),$$

where $\Phi$ is the barrier at the faces, measured from the Fermi level. A positive $\phi$ lowers the barrier.

Replace the donors by a uniform positive charge density $N$. With no free electrons in the layer, Poisson's equation is

$$\phi''(x)=-\frac{4\pi N}{\varepsilon}.$$

Two integrations give

$$\phi'(x)=-\frac{4\pi N}{\varepsilon}x+A,\qquad
\phi(x)=-\frac{2\pi N}{\varepsilon}x^2+Ax+B.$$

The condition $\phi(0)=0$ gives $B=0$, and $\phi(d)=0$ gives $A=2\pi Nd/\varepsilon$. Hence

$$\phi(x)=\frac{2\pi N}{\varepsilon}\,x(d-x).$$

At $x=d/2$ the product $x(d-x)$ equals $d^2/4$. The midplane lowering is therefore

$$\boxed{\Delta=\frac{\pi Nd^2}{2\varepsilon}}\qquad
\text{or, in SI units,}\qquad \Delta=\frac{e^2Nd^2}{8\varepsilon_0\varepsilon}.$$

The SI form follows on restoring the factor $e^2/(4\pi\varepsilon_0)$, which is 1.440 eV nm. Since $10^{20}$ cm$^{-3}$ is 0.1 nm$^{-3}$,

$$\Delta=\frac{\pi(0.1)(2)^2}{2(20)}\times1.440\ \text{eV}=0.0452\ \text{eV},$$

or 0.00166 hartree. The midplane barrier falls from 0.500 to 0.455 eV.

It is useful to write the profile as

$$\phi(x)=4\Delta\,\frac{x}{d}\left(1-\frac{x}{d}\right).$$

Since $\int_0^1 s(1-s)\,ds=1/6$, the lowering averaged over the layer is $2\Delta/3=0.0302$ eV. The slope at the metal face is

$$\phi'(0)=\frac{4\Delta}{d}=\frac{4(0.0452)}{2}\ \text{V/nm}=0.905\ \text{MV/cm}.$$

By symmetry the field has the same magnitude at the other face. Each electrode carries a compensating electron density $Nd/2=10^{13}$ cm$^{-2}$.

The lowering grows as $d^2$ at fixed volume density, because a thicker layer holds more charge and holds it farther from the electrodes. At fixed areal density $Nd$ it grows as $d$.

**Unequal faces.** If the silicon face is at potential $V$ relative to the metal face, add the charge-free solution $Vx/d$:

$$\phi(x)=4\Delta\,\frac{x}{d}\left(1-\frac{x}{d}\right)+V\frac{x}{d}.$$

The midplane value is $\Delta+V/2$, which is still $\Delta$ above the mean of the face potentials. Setting $\phi'=0$ puts the potential maximum at

$$x_m=\frac d2+\frac{Vd}{8\Delta}.$$

It leaves the midplane when $V\neq0$ and lies inside the layer when $|V|<4\Delta$.

### 2. Over the barrier or through it

**Through the barrier.** For an electron of mass $m$ at the Fermi level, the WKB transmission is approximately $e^{-G}$, with

$$G=2\int_0^d\sqrt{2m\,[\Phi-\phi(x)]}\,dx.$$

Without donors, $G_0=2d\sqrt{2m\Phi}$. For $\phi\ll\Phi$, expand the root as $\sqrt{\Phi-\phi}\simeq\sqrt\Phi\,[1-\phi/(2\Phi)]$. The integral then needs the mean of $\phi$, which is $2\Delta/3$:

$$G_0-G\simeq G_0\frac{2\Delta/3}{2\Phi}=\frac{G_0\Delta}{3\Phi}.$$

Take the round value $m=1$. Then $G_0=14.49$, and the estimate is $14.49\times0.0452/1.50=0.44$. Numerical integration of the full root gives $G=14.05$, so WKB predicts a transmission larger by a factor 1.56.

Direct numerical solution of the Schrödinger equation, with the same mass everywhere and a kinetic energy of 5 eV in both electrodes, gives transmissions of $6.73\times10^{-7}$ without donors and $1.03\times10^{-6}$ with them. The factor is 1.53. In this comparison the face barrier, thickness, mass and electrodes are held fixed. The gain depends on the mass: for $m=0.3$ the same calculation gives a factor of 1.24.

**Over the barrier.** In the sharp-edged model used so far, $U$ is highest at the faces, where $\phi=0$. The barrier top stays at 0.50 eV, and the donors do not reduce the energy needed to pass over it.

Image forces change that conclusion. They pull the electron towards the electrodes and round off the edges of the barrier. Consider an electron at height $x$ between two ideal metal planes, and let $\varepsilon_\infty$ be the permittivity that responds during its passage. Repeated reflection in the planes produces images of the electron's own sign at distances $2nd$ on both sides, $n=1,2,\ldots$, and images of opposite sign at distances $|2x-2nd|$ for every integer $n$. The interaction energy with induced charge carries a factor one half.

At midplane the images lie at distances $nd$, two at each distance, with signs $(-1)^n$ relative to the electron. Thus

$$W_0=\frac{1}{2\varepsilon_\infty}\,2\sum_{n=1}^{\infty}\frac{(-1)^n}{nd}
=-\frac{\ln2}{\varepsilon_\infty d}.$$

For a rough $\varepsilon_\infty=5$ this is $-0.6931\times1.440/(5\times2)=-0.0998$ eV, about twice the size of $\Delta$. It is present without donors, so it changes the total barrier and is not part of the donor lowering.

Now move the electron to $x=d/2+s$. The distances to the opposite-sign images become $jd\pm2s$ with $j$ odd, while the other distances do not change. From

$$\frac1{jd+2s}+\frac1{jd-2s}=\frac{2}{jd}\left[1+\frac{4s^2}{j^2d^2}+\cdots\right],$$

in which every omitted term is positive, the image energy obeys

$$W(s)-W_0\le-\frac{4s^2}{\varepsilon_\infty d^3}\sum_{j\ \text{odd}}\frac1{j^3}
=-\frac{4.21}{\varepsilon_\infty d}\,\frac{s^2}{d^2}.$$

The donor term in the electron energy is

$$-\phi=-\Delta+4\Delta\,\frac{s^2}{d^2}.$$

The image coefficient is $4.21\times1.440/10=0.61$ eV, against $4\Delta=0.18$ eV. The sum is therefore highest at $s=0$. With ideal image forces the barrier top sits at midplane, and the donors lower it by the full $\Delta$. At $k_BT=0.02585$ eV this multiplies the Boltzmann factor of the top by $e^{0.0452/0.02585}=5.8$.

So the donors assist tunnelling in both descriptions. They assist emission over the top when image rounding is strong enough to place the top inside the layer. The full $\Delta$ belongs to two ideal metal planes. If the silicon responds to the passing electron only as a dielectric of permittivity 11.7, the top lies nearer the silicon, and the donors lower it by 0.041 eV instead of 0.045 eV. For the sharp 0.50 eV barrier the Boltzmann factor is $4.0\times10^{-9}$, well below the Fermi-level transmission. These two numbers are not currents, but they suggest that tunnelling matters more in this example.

### 3. Discrete donors

There are $2\times10^{13}$ donors per square centimetre of layer. The length $N^{-1/3}=2.15$ nm exceeds the thickness, so a uniform charge density can describe an average but not each place in the contact.

Let $v(\boldsymbol\rho,z)$ be the potential at a chosen midplane point due to one donor at lateral displacement $\boldsymbol\rho$ and height $z$, with both faces grounded. Source and observation point may be exchanged, so $v$ satisfies

$$-\nabla^2v=\frac{4\pi}{\varepsilon}\,\delta(\boldsymbol\rho)\,\delta(z-d/2),\qquad v=0\ \text{at}\ z=0,d.$$

Expand $v=\sum_k f_k(\rho)\sin\kappa_kz$ with $\kappa_k=k\pi/d$. Multiply by $(2/d)\sin\kappa_kz$, integrate over $z$, and take the two-dimensional Fourier transform:

$$\tilde f_k(q)=\frac{8\pi}{\varepsilon d}\,\frac{\sin(k\pi/2)}{q^2+\kappa_k^2}.$$

Even $k$ drop out. For odd $k$ the sine is $\pm1$.

**Mean.** The lateral integral of $f_k$ is $\tilde f_k(0)$, and $\int_0^d\sin\kappa_kz\,dz=2/\kappa_k$ for odd $k$. Therefore

$$\int v\,d^3r=\frac{16\pi}{\varepsilon d}\sum_{k\ \text{odd}}\frac{\sin(k\pi/2)}{\kappa_k^3}
=\frac{16d^2}{\pi^2\varepsilon}\left(1-\frac1{3^3}+\frac1{5^3}-\cdots\right)=\frac{\pi d^2}{2\varepsilon},$$

because the series in brackets equals $\pi^3/32$.

**Mean square.** The sine modes are orthogonal with norm $d/2$. Parseval's theorem gives

$$\int f_k^2\,d^2\rho=\left(\frac{8\pi}{\varepsilon d}\right)^2\frac1{2\pi}\int_0^\infty\frac{q\,dq}{(q^2+\kappa_k^2)^2}
=\frac{16\pi}{\varepsilon^2d^2\kappa_k^2},$$

since the $q$ integral is $1/(2\kappa_k^2)$. Summing over odd $k$, with $\sum1/k^2=\pi^2/8$,

$$\int v^2\,d^3r=\frac d2\,\frac{16\pi}{\varepsilon^2d^2}\,\frac{d^2}{\pi^2}\,\frac{\pi^2}{8}=\frac{\pi d}{\varepsilon^2}.$$

Divide the layer into small cells of volume $\delta\Omega$. For independent random donors, the number in each cell has mean and variance $N\delta\Omega$. The cell contributions add, so

$$\langle\phi\rangle=N\int v\,d^3r=\Delta,\qquad
\sigma=\left[N\int v^2\,d^3r\right]^{1/2}=\frac{\sqrt{\pi Nd}}{\varepsilon}.$$

The smooth-layer result is recovered as the mean. The spread is

$$\sigma=\frac{\sqrt{\pi(0.1)(2)}}{20}\times1.440\ \text{eV}=0.057\ \text{eV},$$

which is larger than the mean. Their ratio,

$$\frac{\sigma}{\Delta}=\frac{2}{\sqrt{\pi Nd^3}},$$

does not contain $\varepsilon$. Here $Nd^3=0.8$, and the ratio is 1.26. The smooth picture becomes good locally when $Nd^3\gg1$.

Part of this spread comes from donors almost on top of the chosen point, where a macroscopic permittivity has no clear meaning. Near the donor, the image sum of part 2 gives $v\simeq(1/r-2\ln2/d)/\varepsilon$. Donors within a radius $a$ therefore contribute

$$\frac{4\pi}{\varepsilon^2}\int_0^a\left(1-\frac{2\ln2}{d}r\right)^2dr$$

to $\int v^2\,d^3r$. For $a=0.2$ nm this is 35% of the total. Without it the spread is 0.046 eV, still as large as $\Delta$. A numerical sample of 40,000 random donor arrangements gave a mean of 0.045 eV with all donors, and a spread of 0.046 eV with this core removed.

These are spreads at a point. A tunnelling electron averages the potential over a finite region, so they are not spreads of the effective barrier.

### 4. A silicon electrode with finite screening

Let the metal and the silicon bulk remain at zero potential, but let the silicon surface rise to $\phi_s$. Before the donors are introduced, the silicon bands are taken as flat. From part 1 with $V=\phi_s$, the field in the layer at the silicon face is

$$-\phi'(d)=\frac{4\Delta-\phi_s}{d}.$$

With no interface charge, the displacement is continuous:

$$\varepsilon\,\frac{4\Delta-\phi_s}{d}=\varepsilon_sF_s,$$

where $\varepsilon_s$ is the permittivity of silicon and $F_s$ its surface field.

In silicon with fixed ionized doping $n_0$ and local electron density $n(\phi)$,

$$\phi''=\frac{4\pi}{\varepsilon_s}\,[n(\phi)-n_0].$$

Multiply by $\phi'$ and integrate from the bulk, where $\phi=\phi'=0$, to the surface:

$$\frac{F_s^2}{2}=\frac{4\pi}{\varepsilon_s}\int_0^{\phi_s}[n(u)-n_0]\,du.$$

For small $\phi$, $n-n_0\simeq\phi\,dn/d\mu$, where $\mu$ is the chemical potential. Then $F_s=\phi_s/\lambda$, with $\lambda^2=\varepsilon_s/(4\pi\,dn/d\mu)$, and the displacement condition gives

$$\phi_s\simeq\frac{4\Delta}{1+\varepsilon_sd/(\varepsilon\lambda)}.$$

Take as model inputs $n_0=10^{20}$ cm$^{-3}$, $\varepsilon_s=11.7$ and a parabolic band with a density-of-states mass of 1.08 electron masses; the values for real silicon are about 12 and 1.1. Fermi–Dirac statistics at 300 K then give $\lambda=0.60$ nm, and the linear estimate is $\phi_s=0.181/2.95=0.061$ V. Numerical solution of the nonlinear equations gives 0.058 V. The midplane lowering relative to the metal face becomes

$$\Delta+\frac{\phi_s}{2}=0.0452+0.0292=0.0744\ \text{eV}.$$

The fields at the metal and silicon faces become $(4\Delta+\phi_s)/d$ and $(4\Delta-\phi_s)/d$, that is, 1.20 and 0.61 MV/cm.

Two limits of the linear formula show the trend. Perfect screening, $\lambda\to0$, gives $\phi_s=0$ and restores $\Delta$. No screening, $\lambda\to\infty$, gives $\phi_s=4\Delta$: all compensating charge then sits on the metal, and the midplane lowering is $3\Delta$.

### 5. Depletion and field strength

In the equal-face model the electron energy is lowest at midplane, so electrons would collect there first. The conduction-band edge lies $\Phi-\Delta=0.455$ eV above the Fermi level. For a parabolic band of mass $m=1$, the dilute electron density is

$$n=2\left(\frac{mk_BT}{2\pi}\right)^{3/2}e^{-(\Phi-\Delta)/k_BT},$$

which gives $n/N=6\times10^{-9}$. This counts thermally excited electrons only. The tails of metal states that reach into the layer add far more: for a free-electron metal with 5 eV of filled band and a sharp 0.50 eV barrier, they give about $5\times10^{-4}N$ at midplane and $0.1N$ at 0.5 nm from the metal.

Electrons could also return to the donors. Let the donor level lie $E_d=0.10$ eV below the band edge, a round value. An empty donor has weight 1. A filled one has two spin states, each with weight $e^{-(\Phi-\Delta-E_d)/k_BT}$. The filled fraction is

$$f=\frac1{1+\tfrac12e^{(\Phi-\Delta-E_d)/k_BT}}=2\times10^{-6}.$$

This value uses the smooth potential. With random neighbours, rare close pairs pull some levels much lower, and the averaged fraction rises to about $10^{-3}$ if neighbours within 0.2 nm are excluded, or about $10^{-4}$ if those within 0.3 nm are excluded. Depletion at midplane is thus consistent with these inputs. Close to the metal the tails are dense, and the layer there is not empty of electrons. In the free-electron model above, the tails hold about five times the donor charge per area and raise the midplane energy by about 0.03 eV. That shift is present without donors and changes by less than 0.001 eV when they are added, so it alters the total barrier but not $\Delta$. Depletion would fail at midplane too if a lower barrier or deeper donors brought the donor level within a few $k_BT$ of the Fermi level.

The mean face field of 0.905 MV/cm is 23% of a rough breakdown field of 4 MV/cm. With the finite silicon screening of part 4, the mean field at the metal face is 1.20 MV/cm, or 30% of it. The local field is uneven, because donors close to a face act individually: for random point donors between grounded faces it exceeds 4 MV/cm on about 2% of the face. The mean field is therefore tolerable, but this does not rule out local weak spots. An applied voltage adds to the field at one face and subtracts from it at the other.

**Comparison with a real contact.** The parameters describe, roughly, a donor-rich high-permittivity oxide between a metal and n-type silicon. A donor density of $10^{20}$ cm$^{-3}$ is high, and the barrier and tunnelling mass depend on the materials and their preparation. The equal-potential assumption is the one that a silicon electrode plainly breaks: in the estimate above, it moves the midplane lowering from 0.045 to 0.074 eV relative to the metal. That estimate omits interface charge, any built-in potential difference and quantum confinement of the electrons in silicon. A self-consistent Schrödinger–Poisson estimate of the confinement, with a 0.50 eV barrier, raises the donor-induced lowering to about 0.08 eV and adds 0.01 to 0.02 eV, depending on the oxide mass, that is present even without donors. The value 0.045 eV is therefore the mean electrostatic effect of the donors under the stated boundary conditions, not a prediction of the complete contact barrier.
